**Numerical test of peak crosstalk on a resistively held victim**

The program tests $v_{\rm peak}=(VRC_c/T)[1-e^{-T/(R(C_c+C_g))}]$, where $V$ and $T$ are the aggressor's swing and ramp time, $R$ holds the victim, and $C_c$ and $C_g$ are its capacitances to the aggressor and to fixed conductors. It integrates the victim's charge balance and asserts agreement with the derived waveform, peak time and pulse area for five ratios of ramp time to time constant, from 0.05 to 5. It also asserts the fast and slow limits, the bounds, the direction of change with each parameter for sample changes, and the doubling of the linear peak when two equal neighbours switch together. A separate network of two distributed wires is required to agree with the lumped formula within 0.2% when the wire resistance is made very small. For the worked example, the formula and the charge integration both give 0.2044 V. The output also shows 0.2160 V when the victim wire alone is resistive and 0.2043 V when both wires are, so the two effects nearly cancel for these settings. A square-law holding transistor gives 0.2167 V, and an exponential edge with the same 10–90% time gives 0.1779 V.

## Check in Python

```python
"""Peak crosstalk on a resistively held victim in a lumped circuit.

Result under test:
    peak = (V R Cc/T) [1 - exp(-T/(R (Cc + Cg)))], reached at time T.
V: aggressor swing; T: duration of its linear ramp; R: holding resistance;
Cc: victim-aggressor capacitance; Cg: victim capacitance to fixed nodes.
Internal units: V, ps, kohm, fF, mA, fC. Thus kohm*fF = ps.
The reference calculation integrates the charge on the victim directly.
"""
import numpy as np
from scipy.constants import c as light_speed, epsilon_0
from scipy.integrate import solve_ivp, trapezoid
from scipy.linalg import block_diag, expm
from scipy.optimize import brentq

# Round parameters in the rough regime of narrow copper signal wires.
length_um = 50.0
width_nm = 40.0
spacing_nm = 40.0
thickness_nm = 80.0
permittivity = 3.0
side_cap_per_um = 0.08
vertical_cap_per_um = 0.04
swing = 0.7
ramp_time = 20.0
hold_res = 3.0
resistivity = 4.5             # microohm cm, rough value for a narrow wire
resistivity_slope = 0.0066    # microohm cm/K, rough phonon contribution
temperature_rise = 75.0       # K
hot_driver_factor = 1.2       # rough increase of driver resistance
overdrive = 0.4               # V, holding transistor
inductance_per_um = 1.0       # pH/um, rough

coupling = side_cap_per_um * length_um
vertical_cap = vertical_cap_per_um * length_um
ground_cap = coupling + vertical_cap  # the second neighbour is quiet
total_cap = coupling + ground_cap
tau = hold_res * total_cap


def peak_formula(T, R=hold_res, cc=coupling, cg=ground_cap):
    return swing * R * cc / T * (-np.expm1(-T / (R * (cc + cg))))


def linear_ramp(T):
    return lambda t: swing * np.clip(t / T, 0.0, 1.0)


def simulate(edge, split, end, cc=coupling, cg=ground_cap,
             R=hold_res, current=None):
    """Integrate dq/dt = -current; obtain voltage from capacitor charge."""
    if current is None:
        def current(v):
            return v / R
    charge = 0.0
    times, voltages = [], []

    def rate(t, q):
        return -current((q + cc * edge(t)) / (cc + cg))

    for start, stop in ((0.0, split), (split, end)):
        grid = np.linspace(start, stop, 1001)
        solution = solve_ivp(rate, (start, stop), [charge],
                             method="DOP853", t_eval=grid,
                             rtol=1e-10, atol=1e-12)
        assert solution.success
        charge = solution.y[0, -1]
        times.append(grid)
        voltages.append((solution.y[0] + cc * edge(grid)) / (cc + cg))
    return np.concatenate(times), np.concatenate(voltages)


def simulated_peak(T, R=hold_res, cc=coupling, cg=ground_cap):
    end = T + 3.0 * R * (cc + cg)
    return simulate(linear_ramp(T), T, end, cc, cg, R)[1].max()


# Whole waveform, peak position and pulse area for fast and slow ramps.
for ratio in (0.05, 0.3, ramp_time / tau, 2.0, 5.0):
    T = ratio * tau
    times, voltages = simulate(linear_ramp(T), T, T + 25.0 * tau)
    plateau = swing * hold_res * coupling / T
    rising = plateau * (-np.expm1(-np.minimum(times, T) / tau))
    waveform = rising * np.exp(-np.maximum(times - T, 0.0) / tau)
    assert np.max(np.abs(voltages - waveform)) < 2e-7
    assert abs(times[np.argmax(voltages)] - T) < 1e-8
    assert abs(voltages.max() - peak_formula(T)) < 2e-7
    # The area tolerance allows for trapezoidal integration of the tail.
    area = trapezoid(voltages, times)
    assert abs(area / (hold_res * coupling * swing) - 1.0) < 1e-3
    divider = swing * coupling / total_cap
    assert divider * (1.0 - ratio / 2.0) < voltages.max()
    assert voltages.max() < min(divider, plateau)

# Limiting laws and trends are checked on the integrated circuit.
divider = swing * coupling / total_cap
assert abs(simulated_peak(1e-4 * tau) / divider - 1.0) < 1e-4
slow_time = 20.0 * tau
slow_law = swing * hold_res * coupling / slow_time
assert abs(simulated_peak(slow_time) / slow_law - 1.0) < 1e-6
base_peak = simulated_peak(ramp_time)
assert simulated_peak(1.5 * ramp_time) < base_peak
assert simulated_peak(ramp_time, R=1.5 * hold_res) > base_peak
assert simulated_peak(ramp_time, cc=1.5 * coupling) > base_peak
assert simulated_peak(ramp_time, cg=1.5 * ground_cap) < base_peak
double_peak = simulated_peak(ramp_time, cc=2 * coupling, cg=vertical_cap)
assert abs(double_peak - 2.0 * peak_formula(ramp_time)) < 4e-7

# Ramp or resistance needed to keep the peak at one tenth of the swing.
noise_fraction = 0.1
required_ratio = brentq(
    lambda x: coupling / total_cap * (-np.expm1(-x)) / x - noise_fraction,
    1e-6, 100.0)
required_ramp = required_ratio * tau
required_res = ramp_time / (required_ratio * total_cap)
assert abs(simulated_peak(required_ramp) - noise_fraction * swing) < 2e-7
assert abs(simulated_peak(ramp_time, R=required_res)
           - noise_fraction * swing) < 2e-7


def conductance_chain(wire_res, source_res, count):
    segment_res = wire_res / count
    matrix = np.zeros((count, count))
    for j in range(count - 1):
        matrix[j:j + 2, j:j + 2] += (
            np.array([[1.0, -1.0], [-1.0, 1.0]]) / segment_res)
    matrix[0, 0] += 1.0 / (source_res + segment_res / 2.0)
    return matrix


def distributed_peak(driver_res, victim_res, aggressor_res, count=30):
    """Far-end victim peak of two coupled resistive wires."""
    cap = np.kron(np.array([[total_cap, -coupling],
                            [-coupling, total_cap]]),
                  np.eye(count)) / count
    conductance = block_diag(
        conductance_chain(victim_res, driver_res, count),
        conductance_chain(aggressor_res, 0.0, count))
    injection = np.zeros(2 * count)
    injection[count] = 2.0 * count / aggressor_res
    system = np.zeros((2 * count + 2, 2 * count + 2))
    system[:-2, :-2] = -np.linalg.solve(cap, conductance)
    system[:-2, -2] = np.linalg.solve(cap, injection)
    system[-2, -1] = 1.0
    steps_in_ramp = 200
    propagator = expm(system * ramp_time / steps_in_ramp)
    state = np.zeros(2 * count + 2)
    state[-1] = swing / ramp_time
    peak = 0.0
    for step in range(4 * steps_in_ramp):
        if step == steps_in_ramp:
            state[-1] = 0.0
        state = propagator @ state
        peak = max(peak, state[count - 1])
    return peak


# Convert microohm cm, um and nm^2 to kohm.
wire_res = (resistivity * 1e-8 * length_um * 1e-6
            / (width_nm * thickness_nm * 1e-18) / 1e3)
hot_resistivity = resistivity + resistivity_slope * temperature_rise
hot_wire_res = wire_res * hot_resistivity / resistivity
tiny_res = 1e-3
lumped_check = distributed_peak(hold_res, tiny_res, tiny_res)
assert abs(lumped_check / peak_formula(ramp_time) - 1.0) < 2e-3
victim_wire_peak = distributed_peak(hold_res, wire_res, tiny_res)
both_wire_peak = distributed_peak(hold_res, wire_res, wire_res)
fine_wire_peak = distributed_peak(hold_res, wire_res, wire_res, 60)
assert abs(both_wire_peak / fine_wire_peak - 1.0) < 1e-3
hot_peak = distributed_peak(hot_driver_factor * hold_res,
                            hot_wire_res, hot_wire_res)


def transistor_current(v):
    active = np.minimum(v, overdrive)
    return active * (1.0 - active / (2.0 * overdrive)) / hold_res


window = ramp_time + 5.0 * tau
transistor_peak = simulate(linear_ramp(ramp_time), ramp_time, window,
                           current=transistor_current)[1].max()
transistor_double = simulate(linear_ramp(ramp_time), ramp_time, window,
                             2 * coupling, vertical_cap,
                             current=transistor_current)[1].max()
assert transistor_peak > base_peak
assert transistor_double > double_peak

# Exponential edge with the same 10-90 percent time as the linear ramp.
edge_tau = 0.8 * ramp_time / np.log(9.0)


def exponential_edge(t):
    return swing * (-np.expm1(-t / edge_tau))


exponential_peak = simulate(exponential_edge, ramp_time, window)[1].max()
flight_time = (length_um * 1e-6 * np.sqrt(permittivity)
               / light_speed * 1e12)
aggressor_current = total_cap * swing / ramp_time
inductive_mv = (inductance_per_um * length_um
                * aggressor_current / ramp_time)
field = swing / (spacing_nm * 1e-7) / 1e6
plate_cap = (epsilon_0 * permittivity * thickness_nm / spacing_nm
             * 1e15 * 1e-6)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Wire length", length_um, "um", 0)
show("Wire width", width_nm, "nm", 0)
show("Wire spacing", spacing_nm, "nm", 0)
show("Wire thickness", thickness_nm, "nm", 0)
show("Relative permittivity", permittivity, "", 1)
show("Side capacitance per length", side_cap_per_um, "fF/um", 2)
show("Vertical capacitance per length", vertical_cap_per_um, "fF/um", 2)
show("Parallel-plate side estimate", plate_cap, "fF/um", 3)
show("Cc", coupling, "fF", 1)
show("Cg", ground_cap, "fF", 1)
show("Swing V", swing, "V", 1)
show("Ramp T", ramp_time, "ps", 0)
show("Holding resistance R", hold_res, "kohm", 1)
show("Time constant tau", tau, "ps", 1)
show("T/tau", ramp_time / tau, "", 4)
show("Slow-law value V R Cc/T",
     swing * hold_res * coupling / ramp_time, "V")
show("Bracket 1-exp(-T/tau)", -np.expm1(-ramp_time / tau), "")
show("Peak, formula", peak_formula(ramp_time), "V")
show("Peak, charge integration", base_peak, "V")
show("Peak/swing", 100 * base_peak / swing, "%", 1)
show("Fast-edge divider", divider, "V")
show("Pulse area R Cc V", hold_res * coupling * swing, "V ps", 2)
for T in (5.0, 10.0, 50.0, 100.0, 200.0):
    show(f"Integrated peak at T={T:.0f} ps", simulated_peak(T), "V")
show("Noise limit/swing", 100 * noise_fraction, "%", 0)
show("Required T/tau", required_ratio, "", 3)
show("Required ramp at given R", required_ramp, "ps", 1)
show("Required R at given ramp", required_res, "kohm", 3)
show("Copper resistivity, rough", resistivity, "microohm cm", 1)
show("Wire resistance", wire_res, "kohm", 3)
show("Far-end peak, victim wire resistive", victim_wire_peak, "V")
show("Far-end peak, both wires resistive", both_wire_peak, "V")
show("Temperature rise", temperature_rise, "K", 0)
show("Hot wire resistance", hot_wire_res, "kohm", 3)
show("Hot driver resistance", hot_driver_factor * hold_res, "kohm", 1)
show("Far-end peak, hot resistive wires", hot_peak, "V")
show("Transistor overdrive", overdrive, "V", 1)
show("Peak, square-law holding transistor", transistor_peak, "V")
show("Exponential edge time constant", edge_tau, "ps", 2)
show("Peak, exponential edge", exponential_peak, "V")
show("Peak, two neighbours, linear R", double_peak, "V")
show("Peak, two neighbours, transistor", transistor_double, "V")
show("Flight time", flight_time, "ps", 3)
show("Inductance per length, rough", inductance_per_um, "pH/um", 1)
show("Inductive voltage estimate", inductive_mv, "mV", 2)
show("Field between wires", field, "MV/cm", 3)
print("verified")
```

Printed output:

```
Wire length: 50 um
Wire width: 40 nm
Wire spacing: 40 nm
Wire thickness: 80 nm
Relative permittivity: 3.0
Side capacitance per length: 0.08 fF/um
Vertical capacitance per length: 0.04 fF/um
Parallel-plate side estimate: 0.053 fF/um
Cc: 4.0 fF
Cg: 6.0 fF
Swing V: 0.7 V
Ramp T: 20 ps
Holding resistance R: 3.0 kohm
Time constant tau: 30.0 ps
T/tau: 0.6667
Slow-law value V R Cc/T: 0.4200 V
Bracket 1-exp(-T/tau): 0.4866
Peak, formula: 0.2044 V
Peak, charge integration: 0.2044 V
Peak/swing: 29.2 %
Fast-edge divider: 0.2800 V
Pulse area R Cc V: 8.40 V ps
Integrated peak at T=5 ps: 0.2579 V
Integrated peak at T=10 ps: 0.2381 V
Integrated peak at T=50 ps: 0.1363 V
Integrated peak at T=100 ps: 0.0810 V
Integrated peak at T=200 ps: 0.0419 V
Noise limit/swing: 10 %
Required T/tau: 3.921
Required ramp at given R: 117.6 ps
Required R at given ramp: 0.510 kohm
Copper resistivity, rough: 4.5 microohm cm
Wire resistance: 0.703 kohm
Far-end peak, victim wire resistive: 0.2160 V
Far-end peak, both wires resistive: 0.2043 V
Temperature rise: 75 K
Hot wire resistance: 0.780 kohm
Hot driver resistance: 3.6 kohm
Far-end peak, hot resistive wires: 0.2123 V
Transistor overdrive: 0.4 V
Peak, square-law holding transistor: 0.2167 V
Exponential edge time constant: 7.28 ps
Peak, exponential edge: 0.1779 V
Peak, two neighbours, linear R: 0.4087 V
Peak, two neighbours, transistor: 0.4619 V
Flight time: 0.289 ps
Inductance per length, rough: 1.0 pH/um
Inductive voltage estimate: 0.88 mV
Field between wires: 0.175 MV/cm
verified
```
